# Logistic Current from an Exponentially Growing Breakdown Spot with a Series Resistor: a numerical check

```python
"""
Result under test: a constant voltage V drives a fixed resistor R in series
with an ohmic breakdown spot of conductance G(t) = G0*exp(t/tau).
The current is exactly logistic:
    I(t) = (V/R) / (1 + exp(-(t - t_half)/tau)),  t_half = tau*ln(1/(R*G0)).
Symbols: u = I*R/V (current as a fraction of its ceiling), x = R*G.
The program also sizes effects left out of this law: growth that depends on
spot voltage, heating, a non-ohmic spot, parallel leakage and capacitance.
All quantities are in SI units inside the program unless a name says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

# Round model parameters, in the rough regime of ultrathin-oxide stress tests
V = 2.0
R = 20e3
G0 = 1e-6
tau = 100.0
thickness = 1.5e-9
T_stress = 400.0

# Rough parameters used only to size the neglected effects
gamma = 5.0                 # voltage acceleration of growth, 1/V
E_act = 0.5                 # activation energy of growth, eV
kappa = 30.0                # effective thermal conductivity near spot, W/(m K)
radius = 5e-9               # radius of the heated hemisphere, m
power_exponent = 3.0        # non-ohmic spot: current ~ voltage**exponent
leak_density = 100.0        # tunnelling current density, A/cm2
area_um2 = 0.1              # oxide area, um2
C_wiring = 10e-12           # capacitance across the spot, F

I_max = V / R
t_half = tau * np.log(1 / (R * G0))
u_start = R * G0 / (1 + R * G0)
kB_eV = constants.k / constants.e


def logistic(t):
    return I_max / (1 + np.exp(-(t - t_half) / tau))


def circuit_current(G):
    """Current from a root search on the voltage balance of the circuit."""
    return brentq(lambda I: V - I * R - I / G, 0, I_max,
                  xtol=1e-19, rtol=1e-14)


def current_at(t):
    return circuit_current(G0 * np.exp(t / tau))


# Main law: integrate the growth equation, then solve the circuit
times = np.linspace(0, 1000, 41)
growth = solve_ivp(lambda t, G: G / tau, (0, 1000), [G0], method="DOP853",
                   t_eval=times, rtol=1e-11, atol=1e-18)
assert growth.success
simulated = np.array([circuit_current(G) for G in growth.y[0]])
max_error = np.max(np.abs(simulated / logistic(times) - 1))
assert max_error < 1e-7

# Logistic differential equation, checked on currents from the circuit
h = 0.5
for t in (50.0, 300.0, 500.0, 800.0):
    slope = (current_at(t + h) - current_at(t - h)) / (2 * h)
    I = current_at(t)
    assert abs(slope / (I * (1 - I / I_max) / tau) - 1) < 1e-4

# Converse: a logistic current requires exponential conductance growth
def conductance_from_logistic(t):
    return logistic(t) / (V - R * logistic(t))


for t in (50.0, 400.0, 800.0):
    rate = np.log(conductance_from_logistic(t + h)
                  / conductance_from_logistic(t - h)) / (2 * h)
    assert abs(rate * tau - 1) < 1e-8
assert abs(conductance_from_logistic(0.0) / G0 - 1) < 1e-10

# Greatest slope, rise time and greatest spot power
def circuit_slope(t):
    return (current_at(t + h) - current_at(t - h)) / (2 * h)


steepest = minimize_scalar(lambda t: -circuit_slope(t), bounds=(0, 1000),
                           method="bounded", options={"xatol": 1e-4})
slope_max = V / (4 * R * tau)
assert abs(steepest.x - t_half) < 0.05
assert abs(-steepest.fun / slope_max - 1) < 1e-4
t10, t90 = [brentq(lambda t: current_at(t) - f * I_max, 0, 1000)
            for f in (0.1, 0.9)]
rise_time = 2 * tau * np.log(9)
assert abs((t90 - t10) / rise_time - 1) < 1e-8


def spot_power_at(t):
    return current_at(t) ** 2 / (G0 * np.exp(t / tau))


hottest = minimize_scalar(lambda t: -spot_power_at(t), bounds=(0, 1000),
                          method="bounded", options={"xatol": 1e-4})
P_max = V**2 / (4 * R)
assert abs(hottest.x - t_half) < 0.05
assert abs(-hottest.fun / P_max - 1) < 1e-8

# Heating: integrate radial heat flow outside a hemisphere
R_thermal = 1 / (2 * np.pi * kappa * radius)
flow_integral = quad(lambda z: 1 / (2 * np.pi * kappa * radius * z**2),
                     1, np.inf)[0]
assert abs(flow_integral / R_thermal - 1) < 1e-8


def growth_factor(spot_voltage, power, acceleration, with_heat):
    """Growth rate divided by its value at full voltage without heating."""
    exponent = -acceleration * (V - spot_voltage)
    if with_heat:
        T_hot = T_stress + R_thermal * power
        exponent += E_act / kB_eV * (1 / T_stress - 1 / T_hot)
    return np.exp(exponent)


def factor_at_fraction(u, acceleration, with_heat):
    return growth_factor(V * (1 - u), V**2 / R * u * (1 - u),
                         acceleration, with_heat)


def time_by_integral(u_end, acceleration, with_heat):
    value = quad(lambda u: 1 / (u * (1 - u)
                 * factor_at_fraction(u, acceleration, with_heat)),
                 u_start, u_end, epsabs=1e-11, epsrel=1e-11, limit=200)[0]
    return tau * value


def time_by_growth(u_end, acceleration, with_heat):
    """Integrate log conductance until the circuit current reaches u_end."""
    def rate(s, y):
        G = np.exp(y[0]) / R
        spot_voltage = V / (1 + R * G)
        return [growth_factor(spot_voltage, G * spot_voltage**2,
                              acceleration, with_heat)]

    def reached(s, y):
        x = np.exp(y[0])
        return x / (1 + x) - u_end
    reached.terminal = True
    run = solve_ivp(rate, (0, 1e5), [np.log(R * G0)], method="DOP853",
                    events=reached, rtol=1e-10, atol=1e-11)
    assert run.success and len(run.t_events[0]) == 1
    return tau * run.t_events[0][0]


for fraction in (0.1, 0.5):
    for heat in (False, True):
        a = time_by_integral(fraction, gamma, heat)
        b = time_by_growth(fraction, gamma, heat)
        assert abs(a / b - 1) < 1e-5

# Delay for weak voltage dependence, from the growth equation
weak = 1e-3 / V
for fraction in (0.5, 0.9):
    delay = (time_by_growth(fraction, weak, False)
             - time_by_growth(fraction, 0.0, False))
    estimate = tau * weak * V * np.log((1 - u_start) / (1 - fraction))
    assert abs(delay / estimate - 1) < 3e-3

# Non-ohmic spot: solve the circuit, then check the modified growth equation
def power_law_fraction(x):
    return brentq(lambda u: u - x * (1 - u)**power_exponent, 0, 1,
                  xtol=1e-15, rtol=1e-14)


for x in (0.1, 1.0, 10.0):
    d = 1e-3
    numeric = (power_law_fraction(x * np.exp(d))
               - power_law_fraction(x * np.exp(-d))) / (2 * d)
    u = power_law_fraction(x)
    formula = u * (1 - u) / (1 + (power_exponent - 1) * u)
    assert abs(numeric / formula - 1) < 1e-5
    assert abs(numeric / (u * (1 - u)) - 1) > 0.05
u_nonohmic = power_law_fraction(1.0)

# Ohmic leakage in parallel: linear circuit solve against shifted logistic
I_leak = leak_density * area_um2 * 1e-8
G_leak = I_leak / V


def leaky_circuit(t, leak):
    G = G0 * np.exp(t / tau)
    matrix = np.array([[1, R, 0], [-leak, 1, -1], [-G, 0, 1]], float)
    return np.linalg.solve(matrix, [V, 0, 0])[1]


for leak in (G_leak, 0.3 / R):
    b = R * leak
    for t in (0.0, 300.0, 700.0):
        shifted = t - t_half - tau * np.log(1 + b)
        formula = I_max * (b + 1 / (1 + np.exp(-shifted / tau))) / (1 + b)
        assert abs(leaky_circuit(t, leak) / formula - 1) < 1e-9

# Capacitance: integrate the charging equation at an enlarged RC/tau
eps = 1e-3
s_grid = np.linspace(np.log(0.02), np.log(20), 1401)
charging = solve_ivp(lambda s, v: (1 - v * (1 + np.exp(s))) / eps,
                     (s_grid[0], s_grid[-1]), [1 / 1.02], method="Radau",
                     t_eval=s_grid, max_step=0.02, rtol=1e-9, atol=1e-12)
assert charging.success
lag = charging.y[0] - 1 / (1 + np.exp(s_grid))
lag_formula = eps * np.exp(s_grid) / (1 + np.exp(s_grid))**3
later = s_grid > s_grid[0] + 0.1
assert np.max(np.abs(lag - lag_formula)[later]) < 0.01 * np.max(lag_formula)
assert abs(np.max(lag) / (4 * eps / 27) - 1) < 0.01
lag_real = 4 / 27 * R * C_wiring / tau

G_quantum = 2 * constants.e**2 / constants.h

print("INPUTS (round model parameters)")
print(f"Voltage V = {V:.1f} V; resistor R = {R/1e3:.0f} kOhm")
print(f"Initial conductance G0 = {G0*1e6:.1f} uS; tau = {tau:.0f} s")
print(f"Oxide thickness = {thickness*1e9:.1f} nm; T = {T_stress:.0f} K")
print(f"Nominal field V/thickness = {V/thickness/1e8:.1f} MV/cm")
print("IDEAL LOGISTIC LAW")
print(f"R*G0 = {R*G0:.3f}; initial current = {current_at(0)*1e6:.3f} uA")
print(f"Ceiling V/R = {I_max*1e6:.1f} uA; midpoint = {t_half:.1f} s")
print(f"Rise time 10-90 % = {rise_time:.1f} s")
print(f"Greatest slope = {slope_max*1e6:.3f} uA/s")
print(f"Greatest spot power = {P_max*1e6:.1f} uW")
print(f"Largest relative error, circuit vs logistic = {max_error:.1e}")
print("Time (s), current (uA), spot voltage (V), conductance (uS)")
for t in (0.0, 200.0, t_half, 600.0, 800.0):
    I = current_at(t)
    print(f"{t:7.1f} {I*1e6:9.3f} {V-I*R:8.4f} {G0*np.exp(t/tau)*1e6:10.2f}")
print("NEGLECTED EFFECTS (rough parameters)")
print(f"Voltage acceleration = {gamma:.1f} /V; gamma*V = {gamma*V:.1f}")
print(f"Activation energy = {E_act:.1f} eV")
print(f"Thermal conductivity = {kappa:.0f} W/(m K)")
print(f"Spot radius = {radius*1e9:.0f} nm")
print(f"Thermal resistance = {R_thermal/1e6:.2f} K/uW")
print("Growth-rate factors: percent of ceiling, rise (K),")
print("  voltage alone, heating alone, both")
for u in (0.1, 0.5, 0.9):
    rise = R_thermal * V**2 / R * u * (1 - u)
    fv = factor_at_fraction(u, gamma, False)
    fh = factor_at_fraction(u, 0.0, True)
    fb = factor_at_fraction(u, gamma, True)
    print(f"{100*u:5.0f} {rise:7.1f} {fv:11.3e} {fh:8.3f} {fb:11.3e}")
print("Times (s): percent of ceiling, ideal, voltage, voltage+heat")
for u in (0.1, 0.5, 0.9):
    ideal = t_half + tau * np.log(u / (1 - u))
    tv = time_by_integral(u, gamma, False)
    tb = time_by_integral(u, gamma, True)
    print(f"{100*u:5.0f} {ideal:9.1f} {tv:12.1f} {tb:12.1f}")
print(f"Non-ohmic exponent = {power_exponent:.0f}")
print(f"Its current at R*G = 1: {u_nonohmic*I_max*1e6:.1f} uA")
print(f"Ohmic current at R*G = 1: {circuit_current(1/R)*1e6:.1f} uA")
print(f"Conductance quantum = {G_quantum*1e6:.2f} uS")
print(f"Ideal time to reach it = {tau*np.log(G_quantum/G0):.1f} s")
print(f"Leakage density = {leak_density:.0f} A/cm2; area = {area_um2:.1f} um2")
print(f"Leakage current at full voltage = {I_leak*1e6:.2f} uA")
print(f"Leakage midpoint shift = {tau*np.log(1+R*G_leak):.2f} s")
print(f"Wiring capacitance = {C_wiring*1e12:.0f} pF; RC = {R*C_wiring:.1e} s")
print(f"Greatest capacitive voltage lag / V = {lag_real:.1e}")
print("PASS")
```

It prints:

```
INPUTS (round model parameters)
Voltage V = 2.0 V; resistor R = 20 kOhm
Initial conductance G0 = 1.0 uS; tau = 100 s
Oxide thickness = 1.5 nm; T = 400 K
Nominal field V/thickness = 13.3 MV/cm
IDEAL LOGISTIC LAW
R*G0 = 0.020; initial current = 1.961 uA
Ceiling V/R = 100.0 uA; midpoint = 391.2 s
Rise time 10-90 % = 439.4 s
Greatest slope = 0.250 uA/s
Greatest spot power = 50.0 uW
Largest relative error, circuit vs logistic = 1.6e-11
Time (s), current (uA), spot voltage (V), conductance (uS)
    0.0     1.961   1.9608       1.00
  200.0    12.875   1.7425       7.39
  391.2    50.000   1.0000      50.00
  600.0    88.973   0.2205     403.43
  800.0    98.350   0.0330    2980.96
NEGLECTED EFFECTS (rough parameters)
Voltage acceleration = 5.0 /V; gamma*V = 10.0
Activation energy = 0.5 eV
Thermal conductivity = 30 W/(m K)
Spot radius = 5 nm
Thermal resistance = 1.06 K/uW
Growth-rate factors: percent of ceiling, rise (K),
  voltage alone, heating alone, both
   10    19.1   3.679e-01    1.937   7.125e-01
   50    53.1   6.738e-03    5.466   3.683e-02
   90    19.1   1.234e-04    1.937   2.390e-04
Times (s): percent of ceiling, ideal, voltage, voltage+heat
   10     171.5        290.2        199.6
   50     391.2       6621.1       1541.0
   90     610.9     587086.3     226771.4
Non-ohmic exponent = 3
Its current at R*G = 1: 31.8 uA
Ohmic current at R*G = 1: 50.0 uA
Conductance quantum = 77.48 uS
Ideal time to reach it = 435.0 s
Leakage density = 100 A/cm2; area = 0.1 um2
Leakage current at full voltage = 0.10 uA
Leakage midpoint shift = 0.10 s
Wiring capacitance = 10 pF; RC = 2.0e-07 s
Greatest capacitive voltage lag / V = 3.0e-10
PASS
```
